# Implicit midpoint integration of the Darwin two-charge Hamiltonian

## The result

Two point charges \(q_1,q_2\) with masses \(m_1,m_2\) have positions \(\mathbf r_i\) and canonical momenta \(\mathbf p_i\). Let \(\mathbf r=\mathbf r_1-\mathbf r_2\), \(r=|\mathbf r|\), \(\mathbf n=\mathbf r/r\) and \(g=q_1q_2/4\pi\varepsilon_0\). Without rest energy, the Darwin Hamiltonian is
\[
H=\sum_i\left(\frac{p_i^2}{2m_i}-\frac{p_i^4}{8m_i^3c^2}\right)+\frac gr-\frac{g\,[\mathbf p_1\!\cdot\!\mathbf p_2+(\mathbf p_1\!\cdot\!\mathbf n)(\mathbf p_2\!\cdot\!\mathbf n)]}{2m_1m_2c^2r}.
\]
Collect the variables in \(z=(\mathbf r_1,\mathbf r_2,\mathbf p_1,\mathbf p_2)\) and write the equations of motion as
\[
\dot z=f(z)=J\nabla H,\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\]
The implicit midpoint rule with step \(h\) is
\[
z'=z+h f(\bar z),\qquad \bar z=\tfrac12(z+z').
\]
If this equation is solved exactly, the step is symplectic and conserves total momentum and total angular momentum exactly. The energy has an error of order \(h^2\) that oscillates instead of accumulating over long (though not provably infinite) times, as long as the step is small and the orbit stays away from collision. The classical fourth-order Runge–Kutta method (RK4) is more accurate at first for small steps, but for a bound pair with zero total momentum its energy drifts at a rate proportional to \(h^5\).

The last term of \(H\) mixes positions and momenta, so \(H\) is not a sum \(T(p)+V(r)\). The usual leapfrog method is explicit because it updates positions with momenta alone and momenta with positions alone. That is possible here for \(c\to\infty\), but not at finite \(c\).

## A nonseparable example by hand

Take one coordinate and \(H=\lambda xp\), so that \(\dot x=\lambda x\) and \(\dot p=-\lambda p\). With \(a=\lambda h/2\), the midpoint rule reads \(x'=x+a(x+x')\) and \(p'=p-a(p+p')\). Hence
\[
x'=\frac{1+a}{1-a}\,x,\qquad p'=\frac{1-a}{1+a}\,p,\qquad x'p'=xp .
\]
For \(\lambda h=1/5\) the factors are \(11/9\) and \(9/11\). Their product is 1, so areas in the \((x,p)\) plane are preserved, and so is the energy.

The equation can also be solved by iteration. Starting from \(\bar x=x\), repeat \(\bar x\leftarrow x+a\bar x\). This builds \(x(1+a+a^2+\dots)\), which converges to \(x/(1-a)\) if \(|a|<1\). If the starting value itself is used as the midpoint, then \(x'=(1+2a)x\), \(p'=(1-2a)p\) and \(x'p'=(1-4a^2)xp\). The conservation law belongs to the solved equation, not to an unfinished iteration.

For a linear equation, RK4 multiplies by the Taylor polynomial \(R(\eta)=1+\eta+\eta^2/2+\eta^3/6+\eta^4/24\). Here \(\eta=\lambda h\) for \(x\) and \(-\eta\) for \(p\), so \(xp\) is multiplied by
\[
R(\eta)R(-\eta)=\left(1+\tfrac{\eta^2}2+\tfrac{\eta^4}{24}\right)^2-\left(\eta+\tfrac{\eta^3}6\right)^2=1+\frac{\eta^6}{72}+\frac{\eta^8}{576}.
\]
The energy error per step is of order \(h^6\). There are \(1/h\) steps per unit time, so the drift rate is of order \(h^5\).

In this example the energy is quadratic in \(z\), which is why the midpoint rule conserves it. The Darwin energy is not quadratic.

## Origin of the Hamiltonian

In Coulomb gauge the scalar potential is instantaneous. For charge 2 at distance \(s\) from the field point, \(\phi=q_2/4\pi\varepsilon_0s\) and \(\partial_t\phi=-\mathbf v_2\cdot\nabla\phi\). Dropping \(\partial_t^2\mathbf A/c^2\), which is of higher order in \(1/c\), leaves
\[
\nabla^2\mathbf A=-\frac{q_2\mathbf v_2\delta}{\varepsilon_0c^2}-\frac{q_2}{4\pi\varepsilon_0c^2}\nabla\!\left(\mathbf v_2\cdot\nabla\frac1s\right).
\]
Since \(\nabla^2(1/s)=-4\pi\delta\) and \(\nabla^2s=2/s\), the solution is
\[
\mathbf A=\frac{q_2}{4\pi\varepsilon_0c^2}\left[\frac{\mathbf v_2}s-\frac12\nabla(\mathbf v_2\cdot\nabla s)\right]
=\frac{q_2}{8\pi\varepsilon_0c^2s}\,[\mathbf v_2+\mathbf n(\mathbf n\cdot\mathbf v_2)],
\]
where \(\nabla(\mathbf v_2\cdot\mathbf n)=[\mathbf v_2-\mathbf n(\mathbf n\cdot\mathbf v_2)]/s\) was used. The interaction \(-q_1\phi+q_1\mathbf v_1\cdot\mathbf A\) is symmetric in the two charges, so one such term serves both. With the kinetic terms expanded to order \(1/c^2\), the Lagrangian is \(L_0+L_1\), where
\[
L_0=\sum_i\frac{m_iv_i^2}2-\frac gr,\qquad
L_1=\sum_i\frac{m_iv_i^4}{8c^2}+\frac{g[\mathbf v_1\!\cdot\!\mathbf v_2+(\mathbf v_1\!\cdot\!\mathbf n)(\mathbf v_2\!\cdot\!\mathbf n)]}{2c^2r}.
\]
The energy is \(\sum\mathbf p_i\cdot\mathbf v_i-L_0-L_1\). At fixed \(\mathbf p_i\), the part without \(L_1\) is stationary at \(\mathbf v_i=\mathbf p_i/m_i\). The order-\(1/c^2\) correction to the velocities therefore changes the energy only at order \(1/c^4\). To order \(1/c^2\), \(H=H_0-L_1(\mathbf v_i=\mathbf p_i/m_i)\), which is the stated Hamiltonian. From here on \(H\) is the model, and "exact" refers to its own equations.

## The equations to be coded

Let \(\kappa=g/(2m_1m_2c^2)\) and \(s_i=\mathbf p_i\cdot\mathbf r\). The mixed term of \(H\) is \(-\kappa[\mathbf p_1\cdot\mathbf p_2/r+s_1s_2/r^3]\). Differentiation gives
\[
\dot{\mathbf r}_1=\frac{\mathbf p_1}{m_1}\left(1-\frac{p_1^2}{2m_1^2c^2}\right)-\kappa\left(\frac{\mathbf p_2}r+\frac{s_2\mathbf r}{r^3}\right),
\]
and \(\dot{\mathbf r}_2\) follows by exchanging the labels 1 and 2 on masses, momenta and \(s_i\), with \(\mathbf r\) kept. The force is
\[
\dot{\mathbf p}_1=\frac{\mathbf r}{r^3}\left(g-\kappa\,\mathbf p_1\!\cdot\!\mathbf p_2-\frac{3\kappa s_1s_2}{r^2}\right)+\frac{\kappa(s_2\mathbf p_1+s_1\mathbf p_2)}{r^3},\qquad \dot{\mathbf p}_2=-\dot{\mathbf p}_1 .
\]

One step of the algorithm is:

1. Set \(\bar z=z\).
2. Evaluate \(f(\bar z)\) and replace \(\bar z\) by \(z+\tfrac h2f(\bar z)\).
3. Repeat step 2 until \(\bar z\) stops changing to the chosen tolerance.
4. Set \(z'=z+hf\) with the last \(f\).

Positions and momenta have different units, so changes are measured after division by a typical length and a typical momentum. If \(f\) changes by at most \(\Lambda\) times the change of its argument, each iteration shrinks the error by at least the factor \(h\Lambda/2\). Convergence is secured if this is below 1 and the iterates stay in the region where \(\Lambda\) applies. Near a collision \(\Lambda\) grows without limit, and a fixed step fails.

## Why the step is symplectic

A map with Jacobian \(M=\partial z'/\partial z\) is symplectic if \(M^TJM=J\). Let \(S\) be the matrix of second derivatives of \(H\) at \(\bar z\), and let \(B=\tfrac h2JS\). Differentiating the rule gives \(M=1+B(1+M)\), so
\[
M=(1-B)^{-1}(1+B).
\]
The inverse exists when \(h\Lambda/2<1\). Since \(S^T=S\), \(J^TJ=1\) and \(J^2=-1\), we have \(B^TJ=\tfrac h2S\) and \(JB=-\tfrac h2S\). Hence \(B^TJ=-JB\), and
\[
(1+B)^TJ=J(1-B),\qquad (1-B)^TJ=J(1+B).
\]
The factors \(1\pm B\) commute, so \(M=(1+B)(1-B)^{-1}\) as well, and
\[
\begin{aligned}
M^TJM&=(1-B)^{-T}(1+B)^TJ(1+B)(1-B)^{-1}\\
&=(1-B)^{-T}J(1-B)(1+B)(1-B)^{-1}\\
&=(1-B)^{-T}J(1+B)=(1-B)^{-T}(1-B)^TJ=J .
\end{aligned}
\]
Separability was not used.

## Why momentum and angular momentum are conserved

The total momentum changes by \(h(\dot{\mathbf p}_1+\dot{\mathbf p}_2)=0\). For the angular momentum \(\mathbf L=\sum\mathbf r_i\times\mathbf p_i\), write old and new values as midpoint values minus and plus half the change. The products of two changes cancel in the difference:
\[
\mathbf L'-\mathbf L=\sum_i\left[(\mathbf r_i'-\mathbf r_i)\times\bar{\mathbf p}_i+\bar{\mathbf r}_i\times(\mathbf p_i'-\mathbf p_i)\right]
=h\sum_i\left[\dot{\mathbf r}_i\times\mathbf p_i+\mathbf r_i\times\dot{\mathbf p}_i\right]_{\bar z}.
\]
In the first sum on the right, the terms along \(\mathbf p_i\) vanish, and \(\mathbf p_2\times\mathbf p_1\) cancels \(\mathbf p_1\times\mathbf p_2\). What remains is \(-\kappa(s_2\,\mathbf r\times\mathbf p_1+s_1\,\mathbf r\times\mathbf p_2)/r^3\). The second sum is \(\mathbf r\times\dot{\mathbf p}_1\), which is the same expression with a plus sign. Therefore \(\mathbf L'=\mathbf L\) for any step size for which the equation is solved.

## What happens to the energy

Look for a smooth curve \(y(t)\) through the computed points, obeying \(\dot y=f+h^2f_2+O(h^4)\). Odd powers are absent because exchanging \(z\) with \(z'\) and \(h\) with \(-h\) leaves the rule unchanged. Expand about the middle of a step:
\[
z'-z=h\dot y+\frac{h^3}{24}\dddot y+\dots,\qquad \bar z=y+\frac{h^2}8\ddot y+\dots
\]
The rule then requires \(\dot y+\tfrac{h^2}{24}\dddot y=f+\tfrac{h^2}8f'\ddot y\) up to order \(h^4\). To lowest order \(\ddot y=f'f\) and \(\dddot y=f''(f,f)+f'f'f\), so
\[
f_2=-\tfrac1{24}f''(f,f)+\tfrac1{12}f'f'f .
\]
This is again a Hamiltonian field. Let \(Q=f^TH''f\). Its gradient is \(H'''(f,f)+2f'^TH''f\). With \(f'=JH''\) and \(f'^T=-H''J\), this gives \(J\nabla Q=f''(f,f)-2f'f'f\), hence \(f_2=-J\nabla Q/24\). The method therefore follows the modified Hamiltonian \(\tilde H=H-h^2Q/24+O(h^4)\), and
\[
H(z_n)-H(z_0)\approx\frac{h^2}{24}\,[Q(z_n)-Q(z_0)].
\]
\(Q\) depends on the current state alone, so this error is bounded on a bounded orbit away from collision.

The higher corrections have the same character. Suppose all terms below \(h^kf_k\) are Hamiltonian. Their flow and the midpoint map are both symplectic and differ first by \(h^{k+1}f_k\), so \(f_k'^TJ+Jf_k'=0\). Thus \(Jf_k'\) is symmetric and \(Jf_k\) is a gradient. (The region \(\mathbf r\ne0\) in three dimensions has no closed loops that cannot be shrunk, so the potential is single-valued.) Truncating \(\tilde H\) at order \(N\) bounds the drift by \(C_Nth^N\), but \(C_N\) may grow with \(N\), so this is a statement about long times, not infinite ones.

RK4 follows a field \(f+h^4g_4+h^5g_5+\dots\), where \(g_k\) contains \(k+1\) factors of \(f\). Reversing the momenta reverses the motion, so \(f\) changes sign. The term \(g_4\), with five factors, does so too, while \(g_5\), with six, does not. Consequently the energy rate \(\nabla H\cdot g_4\) is opposite at mirror points before and after apocentre, and it cancels over a time-symmetric orbit. A bound orbit with zero total momentum is time-symmetric, so its drift begins with \(g_5\), at rate \(h^5\), as in the hand example. If the pair moves as a whole, a single revolution need not be time-symmetric, and an energy change at rate \(h^4\) can remain; its sign can reverse as the orbit slowly turns, so it may largely cancel over longer times.

## A bound pair

Take round model parameters: masses 1 g and 2 g, charges \(+5\) C and \(-5\) C, initial separation 1 m along \(x\), and opposite momenta of \(10^4\) kg m/s along \(y\). Then \(g=-2.24689\times10^{11}\) J m. The leading kinetic energies are \(5.0\times10^{10}\) J and \(2.5\times10^{10}\) J. With the Coulomb energy \(g/r=-2.24689\times10^{11}\) J the sum is \(-1.49689\times10^{11}\) J, and the small terms of order \(1/c^2\) bring the total to \(E_0=-1.49767\times10^{11}\) J. The first charge reaches \(0.067c\), and the smallest separation is 0.499 m. An eighth-order adaptive integration with relative tolerance \(10^{-12}\) serves as reference and gives a radial period of 222.7 ns.

The iteration is stopped when the scaled change (in units of 1 m and \(10^4\) kg m/s) falls below \(2\times10^{-15}\). With this tolerance the first midpoint step of 8 ns takes 15 evaluations of \(f\). It gives \(\mathbf r=(0.989169,\,0.119200)\) m and \(\mathbf p_1=(-1807.894,\,9891.631)\) kg m/s. Since \(\mathbf p_2=-\mathbf p_1\), the angular momentum is
\[
L_z=0.989169\times9891.631+0.119200\times1807.894\approx10^4\ \text{J s},
\]
the initial value, within the rounding of the coordinates.

Over 100 µs, or 449 periods, the two methods with the same 8 ns step give the following. Energy errors are relative to \(|E_0|\), angular momentum errors to the initial value.

| | Midpoint | RK4 |
|---|---|---|
| Largest \(L\) error | \(7.6\times10^{-13}\) | 0.73 |
| Energy error | at most 0.066 | 2.6 at the end |
| Evaluations of \(f\) per µs | 2448 | 500 |

The midpoint energy error is not small, but a straight line fitted to it changes by only a few times \(10^{-5}\) over the run, with a sign that depends on where in the oscillation the run ends. The \(h^2\) formula predicts a maximum of 0.064. Stopping after three iterations per step spoils the angular momentum by 11% within 2 µs.

RK4 first exceeds the midpoint maximum after 9.9 µs. At first its energy falls, as it does at small steps, and the orbit shrinks: after 40 µs the loss is about 39% of \(|E_0|\). Near 50 µs the charges come within about 0.13 m of each other, where a step of 8 ns is far too long. The energy jumps to a positive value and the pair flies apart, so the final RK4 energy in the table belongs to an unbound pair and lies outside the range of the \(h^5\) law.

Smaller steps show the orders:

| Step | Midpoint maximum energy error | RK4 drift per µs |
|---|---|---|
| 2 ns | \(3.08\times10^{-3}\) | \(-6.33\times10^{-6}\) |
| 1 ns | \(7.61\times10^{-4}\) | \(-1.98\times10^{-7}\) |

Halving the step divides the first error by about 4 and the second by about 32. RK4 at 2 ns needs 2000 evaluations per µs, comparable to midpoint at 8 ns, which needs 2448 at the tolerance used here, about 2000 at \(10^{-12}\) and about 1300 at \(10^{-8}\). At its measured rate it would take about 10 ms to drift by 0.066. For this orbit and this solver, RK4 is the better choice for energy over shorter times. The midpoint rule offers conserved angular momentum and an energy error without visible drift.

## What a bounded energy error does not show

A Coulomb ellipse closes, whereas the Darwin orbit turns. The reference integration gives an advance of 0.0178 rad from one apocentre to the next. With \(c\) made four times larger the advance is 0.00110 rad, about sixteen times less, as expected of a \(1/c^2\) effect.

The midpoint rule with 8 ns steps gives 0.325 rad, which is almost entirely a numerical advance. The false part falls to 0.0151 rad at 2 ns and 0.0037 rad at 1 ns, again as \(h^2\). Even at 1 ns it is 21% of the physical advance. The step must therefore be chosen by the phase accuracy required, not by the absence of energy drift.

The model also omits radiation. The Larmor power \(|\ddot{\mathbf d}|^2/(6\pi\varepsilon_0c^3)\), with the dipole acceleration \(\ddot{\mathbf d}\) taken from the Coulomb force along the reference orbit, removes about 0.4% of \(|E_0|\) per period. Over 449 periods this would exceed \(|E_0|\) even at a constant rate. The long run examines the integration of the conservative Darwin model; it does not predict the fate of a radiating pair.
